# Shockley-Read-Hall recombination in a monolayer with unequal capture coefficients

## A level deep enough to ignore emission

Let a monolayer contain $N_t$ identical defects per area, each able to hold one electron. Let a fraction $f$ be filled. An empty defect captures an electron at rate $c_n n$, and a filled one captures a hole, which removes its electron, at rate $c_p p$. Here $n,p$ are sheet densities in cm$^{-2}$, so $c_n,c_p$ have the unit cm$^2$/s.

If the level is so deep that captured carriers never escape thermally, a steady filling requires

$$c_n n(1-f)=c_p p f,\qquad\text{so}\qquad f=\frac{c_n n}{c_n n+c_p p}.$$

The recombination rate per area is either side times $N_t$:

$$U=N_t\frac{c_n n\,c_p p}{c_n n+c_p p}=\frac{N_t}{1/(c_n n)+1/(c_p p)}.$$

The denominator is the mean wait for an electron plus the mean wait for a hole. The slower capture sets the pace, and speeding up the other one brings a limited gain. The general case adds thermal emission, which must be tied to capture without tying $c_n$ to $c_p$.

## Assumptions and theorem

1. Electrons and holes are free carriers, each in quasi-equilibrium at the lattice temperature $T$, with quasi-Fermi levels $E_{Fn}$ and $E_{Fp}$.
2. The bands are parabolic, with edges $E_c,E_v$, masses $m_e,m_h$ and total spin-valley degeneracies $g_e,g_h$.
3. Defects are independent and relax quickly within each charge state.
4. At each carrier energy, capture and emission coefficients are properties of the defect and the lattice at temperature $T$. They do not depend on the carrier populations.
5. The filling is steady.

The empty and filled states may have degeneracies $g_0,g_1$. If $\epsilon$ is the energy of adding the electron, their equilibrium weights are $g_0$ and $g_1e^{(E_F-\epsilon)/kT}$. Hence

$$\frac{f_0}{1-f_0}=\frac{g_1}{g_0}e^{(E_F-\epsilon)/kT}=e^{(E_F-E_t)/kT},\qquad E_t=\epsilon+kT\ln\frac{g_0}{g_1}.$$

This $E_t$ is the defect level used below. For $g_0=1$, $g_1=2$ at 300 K it lies 17.9 meV below $\epsilon$.

**Theorem.** Under these assumptions,

$$U=\frac{N_t c_n c_p\,(np-n_1p_1)}{c_n(n+n_1)+c_p(p+p_1)},\tag{1}$$

$$n_1=\frac{n\,e^{-(E_c-E_t)/kT}}{e^{n/N_c}-1},\qquad p_1=\frac{p\,e^{-(E_t-E_v)/kT}}{e^{p/N_v}-1},\tag{2}$$

with $N_c=g_em_ekT/(2\pi\hbar^2)$ and $N_v=g_hm_hkT/(2\pi\hbar^2)$. The coefficients $c_n,c_p$ are averages over the occupied carrier states of their own bands, and no relation between them is required.

## Lemma 1: density and quasi-Fermi level

**Lemma.** $n=N_c\ln(1+e^{(E_{Fn}-E_c)/kT})$ and $p=N_v\ln(1+e^{(E_v-E_{Fp})/kT})$.

*Proof.* In two dimensions the number of wavevectors per area is $k\,dk/2\pi$. With $\varepsilon=\hbar^2k^2/2m_e$ we have $k\,dk=m_e\,d\varepsilon/\hbar^2$, so the density of states is the constant $D_c=g_em_e/(2\pi\hbar^2)$. Put $\mu=E_{Fn}-E_c$. Then

$$n=D_c\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon-\mu)/kT}}
=D_c\Big[-kT\ln\big(1+e^{(\mu-\varepsilon)/kT}\big)\Big]_0^\infty .$$

The upper limit gives zero and the lower one gives the stated result. For holes, measure kinetic energy downward from $E_v$; the hole occupation is $1/(1+e^{(E_{Fp}-E)/kT})$, and the same integral follows. $\square$

Inversion gives

$$e^{(E_{Fn}-E_c)/kT}=e^{n/N_c}-1,\qquad e^{(E_v-E_{Fp})/kT}=e^{p/N_v}-1.\tag{3}$$

## Lemma 2: each band fixes its own emission

Let $F(E)$ be the electron occupation in the conduction band and $c(E)$ the capture coefficient of a state at energy $E$. The capture rate per area is

$$N_t(1-f)\int D_cF\,c\,dE\equiv N_t(1-f)\,c_n n,$$

which defines the average $c_n$. It may change with $n$, because filling the band changes which states are occupied. Emission needs an empty band state, so with emission coefficient $e(E)$ its rate is $N_tf\int D_c(1-F)e\,dE$.

**Lemma.** The total electron emission rate is $N_tf\,c_nn_1$, and the total hole emission rate is $N_t(1-f)\,c_pp_1$, where

$$n_1=n\,e^{(E_t-E_{Fn})/kT},\qquad p_1=p\,e^{(E_{Fp}-E_t)/kT}.\tag{4}$$

*Proof.* In full equilibrium, capture from and emission to each energy must balance separately (detailed balance):

$$(1-f_0)F_0\,c=f_0(1-F_0)\,e .$$

Since $F_0/(1-F_0)=e^{(E_F-E)/kT}$ and $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$, the Fermi level cancels:

$$e(E)=c(E)\,e^{(E_t-E)/kT}.$$

By assumption 4 this relation survives when the populations leave equilibrium. The band then has $1-F=F\,e^{(E-E_{Fn})/kT}$, so

$$\int D_c(1-F)e\,dE=\int D_cF\,c\;e^{(E-E_{Fn})/kT}e^{(E_t-E)/kT}dE=c_nn\,e^{(E_t-E_{Fn})/kT}.$$

The energy $E$ has dropped out of the exponent, which is why any energy dependence of $c(E)$ is allowed.

For holes let $H(E)$ be the hole occupation of the valence band. A hole is captured by a filled defect and emitted by an empty one, so equilibrium requires $f_0H_0c_h=(1-f_0)(1-H_0)e_h$. With $H_0/(1-H_0)=e^{(E-E_F)/kT}$ and $f_0/(1-f_0)=e^{(E_F-E_t)/kT}$,

$$e_h(E)=c_h(E)\,e^{(E-E_t)/kT}.$$

Out of equilibrium $1-H=H\,e^{(E_{Fp}-E)/kT}$. Multiplication again removes $E$ and leaves $c_pp\,e^{(E_{Fp}-E_t)/kT}$. $\square$

To obtain (2), write $e^{(E_t-E_{Fn})/kT}=e^{-(E_c-E_t)/kT}e^{-(E_{Fn}-E_c)/kT}$ and insert (3). For holes, $e^{(E_{Fp}-E_t)/kT}=e^{-(E_t-E_v)/kT}e^{-(E_v-E_{Fp})/kT}$ and (3) do the same.

When $n\ll N_c$, $e^{n/N_c}-1\simeq n/N_c$ and $n_1\to N_ce^{-(E_c-E_t)/kT}$, independent of $n$. In a filled band $n_1$ is smaller. For constant $c(E)$ the reason is that emitted electrons find fewer empty states. Otherwise $c_n$ changes with filling too, and the emission rate follows the product $c_nn_1$, not $n_1$ alone.

## Proof of the theorem

The net electron and hole capture rates per area are

$$U_n=N_tc_n[n(1-f)-n_1f],\qquad U_p=N_tc_p[pf-p_1(1-f)].$$

Electron capture fills defects and hole capture empties them, so $N_t\,df/dt=U_n-U_p$. Collecting the terms in $f$ gives

$$\frac{df}{dt}=c_nn+c_pp_1-\Lambda f,\qquad \Lambda=c_n(n+n_1)+c_p(p+p_1).\tag{5}$$

Setting $df/dt=0$,

$$f=\frac{c_nn+c_pp_1}{\Lambda},\qquad 1-f=\frac{c_nn_1+c_pp}{\Lambda}.$$

Substitute both into $U_n$:

$$U=\frac{N_tc_n}{\Lambda}\big[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\big].$$

The terms $c_nnn_1$ cancel, and $c_p(np-n_1p_1)$ remains. This is (1). $\square$

**Sign.** Multiplying the two expressions in (4), $E_t$ cancels and

$$n_1p_1=np\,e^{-(E_{Fn}-E_{Fp})/kT}.$$

Thus $U>0$ when $E_{Fn}>E_{Fp}$, $U=0$ when they coincide, and $U<0$, meaning net generation, when $E_{Fn}<E_{Fp}$. Unequal capture coefficients cannot drive a net rate in equilibrium.

**Transients.** With $n$ and $p$ held fixed, (5) gives relaxation of $f$ as $e^{-\Lambda t}$. Until it ends, $U_n\ne U_p$ and (1) does not apply.

**Test by direct integration.** The rates were also integrated over energy with unlike coefficients, $c(E)\propto1+3(E-E_c)/kT$ for electrons and $c_h(E)\propto e^{-(E_v-E)/2kT}$ for holes, and the filling was found numerically. The gap was 0.6 eV and the level 0.25 eV above $E_v$. The pairs $(E_{Fn}-E_c,\;E_v-E_{Fp})$ were $(0.05,-0.15)$, $(-0.2,-0.2)$, $(0.05,0.03)$ and $(-0.5,-0.5)$ eV, which include filled bands and reverse bias. In all four, $U$ agreed with (1) to one part in $10^6$.

## Corollary: varying one coefficient at a time

Divide numerator and denominator of (1) by $c_nc_p$:

$$U=\frac{N_t(np-n_1p_1)}{(n+n_1)/c_p+(p+p_1)/c_n}.\tag{6}$$

Hold $n,p,T$ and the level fixed. The numerator and $n_1,p_1$ then do not change with the coefficients. For $U>0$, taking the logarithm of (6) and differentiating gives

$$S_n\equiv\frac{\partial\ln U}{\partial\ln c_n}=\frac{(p+p_1)/c_n}{(n+n_1)/c_p+(p+p_1)/c_n}=\frac{c_p(p+p_1)}{\Lambda},$$

$$S_p\equiv\frac{\partial\ln U}{\partial\ln c_p}=\frac{c_n(n+n_1)}{\Lambda},\qquad S_n+S_p=1.$$

The two steps share control of the rate. If $c_n$ alone grows, $S_n$ falls to zero and

$$U\to\frac{N_tc_p(np-n_1p_1)}{n+n_1}\qquad(c_n\to\infty).$$

If $c_p$ alone grows, $U\to N_tc_n(np-n_1p_1)/(p+p_1)$.

**Minority capture.** Suppose $c_nn$ greatly exceeds $c_nn_1$, $c_pp$ and $c_pp_1$, and $np\gg n_1p_1$. Then $\Lambda\simeq c_nn$ and $U\simeq N_tc_pp$. Electrons refill the defect almost at once, and a measurement of $U$ in this regime reveals the product $N_tc_p$ but not $c_n$. A large ratio $n/p$ is not enough, since $c_n/c_p$ may be small.

**Depletion.** As $n,p\to0$, $n_1$ and $p_1$ keep their dilute values, and (1) becomes generation at the rate

$$-U=\frac{N_tc_nc_pn_1p_1}{c_nn_1+c_pp_1}.$$

A defect must emit an electron and a hole in turn, and the slower emission limits the leakage.

## Worked example

Take rough values in the regime of a monolayer transition-metal dichalcogenide channel, gated on and illuminated at 300 K: a gap of 2.0 eV, $g_e=4$, $m_e=0.5m_0$, $g_h=2$, $m_h=0.6m_0$. Let $n=2\times10^{13}$, $p=10^{11}$ and $N_t=10^{12}$ cm$^{-2}$. The level lies 0.15 eV above $E_v$. Its coefficients are chosen, not measured: $c_n=10^{-4}$ and $c_p=2\times10^{-2}$ cm$^2$/s.

Here $N_c=1.08\times10^{13}$ and $N_v=6.48\times10^{12}$ cm$^{-2}$. Electrons are degenerate, with $E_{Fn}-E_c=0.0435$ eV; holes are dilute. Equation (2) gives $p_1=1.94\times10^{10}$ cm$^{-2}$, while $n_1\sim10^{-19}$ cm$^{-2}$ is negligible. The rates are

$$c_nn=2.00,\qquad c_pp=2.00,\qquad c_pp_1=0.388\quad(10^9\ \mathrm{s}^{-1}).$$

Since $n_1p_1$ is negligible beside $np$,

$$U=10^{12}\,\frac{(2.00\times10^9)^2}{(2.00+2.00+0.388)\times10^9}=9.1\times10^{20}\ \mathrm{cm^{-2}s^{-1}}.$$

This corresponds to $eU=146$ A/cm$^2$. Without hole re-emission the result would be $1.0\times10^{21}$, as in the opening case. The filling is $f=2.388/4.388=0.54$.

The ratio $p/U$ is 0.11 ns. It is a steady-state lifetime, not a predicted decay after a light pulse: the defects hold $N_tf\simeq5\times10^{11}$ electrons per cm$^2$, more than there are holes, so $p$ and $f$ would change together. The relaxation time $1/\Lambda=0.23$ ns likewise assumes fixed densities.

The sensitivities are $S_n=0.54$ and $S_p=0.46$. That $S_n$ equals $f$ is special to these numbers: $S_n-f=(c_pp-c_nn)/\Lambda$, which vanishes here. At fixed densities, raising $c_n$ tenfold gives $U=1.79\times10^{21}$, and raising $c_p$ tenfold gives $1.55\times10^{21}$ cm$^{-2}$s$^{-1}$. The limits are $2.00\times10^{21}$ for $c_n\to\infty$ and $1.67\times10^{21}$ for $c_p\to\infty$. The second is lower because re-emission grows with $c_p$ too. Replacing both coefficients by their geometric mean, $1.41\times10^{-3}$ cm$^2$/s, gives $1.4\times10^{20}$, too low by a factor of 6.5.

Now move the level while holding densities and coefficients fixed. At 0.05 eV above $E_v$, $U$ drops to $1.8\times10^{20}$, because most captured holes escape again. At 1.0 eV it is $1.0\times10^{21}$. At $E_t=E_c$ the correct $n_1$ is $3.7\times10^{12}$ cm$^{-2}$, whereas the dilute expression gives $1.08\times10^{13}$ and puts $U$ 14% below its value from (1). A real defect's coefficients would change with its depth, so this sweep isolates emission alone.

If the channel is depleted with the level back at 0.15 eV, generation is only $9\times10^{-11}$ cm$^{-2}$s$^{-1}$. It is limited by electron emission across 1.85 eV. In this model, thermal generation through this level is therefore a negligible source of leakage.

## What real channels change

The gap, masses and defect density are of typical rough size for dichalcogenide monolayers; the capture coefficients vary with the defect and are the least certain inputs. The assumption most at risk is that carriers are free. For an environment permittivity of 2.5, the mean of vacuum and an oxide with high-frequency permittivity 4, and a sheet screening length of 4 nm, a variational estimate gives an exciton binding energy of 329 meV without carriers. Static screening, taken in its long-wavelength limit here and below, lowers it to 232 meV at $n=10^{11}$ cm$^{-2}$. For dilute excitons in equilibrium with the carriers, the exciton chemical potential is the sum of those of electron and hole. The exciton mass $m_e+m_h$ and degeneracy $g_eg_h$ then give

$$\frac{n_X}{p}=g_e\Big(1+\frac{m_e}{m_h}\Big)(e^{n/N_c}-1)e^{E_b/kT}\simeq5\times10^2$$

at that lower density. If the defects capture no excitons, formula (1) still describes the free carriers there, but using the total hole density for $p$ would, by this static estimate, overestimate their recombination by a factor of hundreds in the minority-capture limit. The example's defect is not in that limit at $n=10^{11}$ cm$^{-2}$, where $c_nn=10^7$ s$^{-1}$ lies far below $c_pp_1\simeq4\times10^8$ s$^{-1}$; for a total hole density of $10^{11}$ cm$^{-2}$ its factor is about 90. The factor depends exponentially on the binding energy. Weaker screening would make it larger; if the slow lattice response of a high-permittivity oxide also screened the pair, it would be far smaller. At the example's $n$, static screening leaves a binding of 0.7 meV, far below $kT=25.9$ meV. Static screening tends to exaggerate this loss, and bound pairs may survive even at this density. Free carriers are therefore a condition of the example, not a proved property of such a channel.

**Other recombination.** For a dipole $\mathbf d$ in vacuum the emission rate is $\omega^3|\mathbf d|^2/(3\pi\varepsilon_0\hbar c^3)$. A two-band massive-Dirac model has $|\mathbf d|^2=2e^2v^2/\omega^2$ at the band edge, with $v^2=E_g/2m$ and gap $E_g=\hbar\omega$. For $m=0.55m_0$ and every hole facing an electron, the rate per hole is $2.1\times10^8$ s$^{-1}$. Multiplied by $p$, this vacuum rate is 2% of $U$; an oxide beside the channel can raise it severalfold or less, depending on its optical permittivity and thickness. An Auger process of rate $Cn^2p$ would equal $U$ at $C=2.3\times10^{-17}$ cm$^4$/s. Its actual size is not determined here.

**Transport to the defect.** A steady radial hole current $J=2\pi rD\,dp/dr$ causes a density drop $J\ln(R/a)/(2\pi D)$ between radii $a$ and $R$. It therefore adds $1/c_D$ to $1/c_p$, with $c_D=2\pi D/\ln(R/a)$. For a mobility of 30 cm$^2$/Vs, $a=1$ nm and $R=(\pi N_t)^{-1/2}$, $c_D=2.8$ cm$^2$/s, so $c_p$, referred to the hole density at $R$, falls by 0.7%. This is a rough estimate, because the hole mean free path is itself about 1 nm, so motion close to the defect is not truly diffusive.

**Fields.** A hole may be lifted thermally by $\varepsilon$ less than its full barrier and tunnel through the remaining triangle of height $\varepsilon$. This changes the emission exponent by $\varepsilon/kT-4\sqrt{2m_h}\,\varepsilon^{3/2}/(3e\hbar F)$. Its maximum is $(e\hbar F)^2/[24m_h(kT)^3]$. When this exponent is small, its maximum alone does not fix the gain, because the field adds states below the band edge and removes some above it. For a point-like defect whose coupling to the band does not depend on energy, the thermally weighted local density of states grows by exactly the exponential of this maximum. At a lateral field of 0.01 MV/cm the gain is then 0.03%, for a defect that exerts no long-range pull on the hole. If the filled defect is charged and attracts the hole, the field also lowers the barrier, and the gain can be much larger; that effect is not included here. The gate is more demanding: a relative oxide permittivity of 20 requires 1.8 MV/cm, below but not far from the rough breakdown range of a few MV/cm.

**Heat and band shape.** Joule heating at this lateral field and mobility, plus recombination, amounts to about $10^4$ W/cm$^2$. With a rough interface conductance of $10^3$ W/(cm$^2$K), the channel is 10 K warmer than the oxide beneath it. Any warming of the oxide and substrate comes on top. At fixed $n,p,c_n,c_p$ a rise of 10 K lowers $U$ by 2% through greater hole emission. The capture coefficients may themselves vary with temperature; a 10% rise in $c_n$ alone would raise $U$ by about 5%. The carriers can also be hotter than the lattice. Each hole gains energy from the field at the rate $e\mu F^2$, with $\mu$ the mobility. If it passes this on to the lattice within a time $\tau$, dilute holes in two dimensions, whose mean energy is $k$ times their temperature, are hotter by $e\mu F^2\tau/k$. For $\tau=1$ ps this is 35 K, which assumption 1 neglects. In the massive-Dirac model the density of states is proportional to the energy above midgap, so at $E_{Fn}$ it exceeds the parabolic value by the fraction $2(E_{Fn}-E_c)/E_g$, about 4%. At fixed $n$ this hardly affects the example, where $n_1$ is negligible.

## Calculated quantities

```
T = 300 K, kT = 25.85 meV
gap = 2.00 eV, Et-Ev = 0.15 eV
electron g, m/m0 = 4, 0.5; hole g, m/m0 = 2, 0.6
n = 2.00e+13, p = 1.00e+11, Nt = 1.00e+12 cm^-2
cn = 1.0e-04, cp = 2.0e-02 cm^2/s
Nc = 1.080e+13, Nv = 6.480e+12 cm^-2
EFn-Ec = 0.0435 eV, Ev-EFp = -0.1076 eV
EFn-EFp = 1.9358 eV
n1 = 3.106e-19, p1 = 1.942e+10 cm^-2
cn n = 2.000e+09, cp p = 2.000e+09 s^-1
cp p1 = 3.884e+08 s^-1
occupancy f = 0.5443, relaxation time = 0.2279 ns
U closed = 9.1148e+20 cm^-2 s^-1
U energy-resolved = 9.1148e+20 cm^-2 s^-1
hole lifetime p/U = 0.1097 ns
recombination current e U = 146.04 A/cm^2
dlnU/dln cn = 0.5443 (numerical 0.5443)
dlnU/dln cp = 0.4557 (numerical 0.4557)
factor 0.01: U(cn scaled) 1.661e+19, U(cp scaled) 1.976e+19 cm^-2 s^-1
factor 0.1: U(cn scaled) 1.545e+20, U(cp scaled) 1.787e+20 cm^-2 s^-1
factor 10: U(cn scaled) 1.787e+21, U(cp scaled) 1.545e+21 cm^-2 s^-1
U limit cn->inf = 2.000e+21 cm^-2 s^-1
U limit cp->inf = 1.675e+21 cm^-2 s^-1
geometric-mean c = 1.414e-03 cm^2/s, U = 1.406e+20 cm^-2 s^-1
Et-Ev = 0.05 eV: U = 1.771e+20 cm^-2 s^-1
Et-Ev = 0.10 eV: U = 5.982e+20 cm^-2 s^-1
Et-Ev = 0.30 eV: U = 9.997e+20 cm^-2 s^-1
Et-Ev = 1.00 eV: U = 1.000e+21 cm^-2 s^-1
Et=Ec: n1 = 3.723e+12, dilute n1 = 1.080e+13 cm^-2
Et=Ec: U = 9.149e+20, with dilute n1 7.874e+20 cm^-2 s^-1
level shift for g0=1, g1=2: -17.92 meV
depleted generation = 9.01e-11 cm^-2 s^-1
exciton inputs: kappa = 2.5, sheet length = 4.0 nm
exciton binding, no carriers = 329 meV
exciton binding, n = 1e+11 cm^-2: 232 meV
excitons per free hole at that n = 5.4e+02
exciton binding, example n, static = 0.67 meV
radiative rate bound = 2.10e+08 s^-1, share of U = 0.0231
Auger coefficient matching U = 2.28e-17 cm^4/s
mobility = 30 cm2/Vs, capture radius = 1.0 nm
diffusion-limited c = 2.82 cm^2/s, cp/c = 0.0071
lateral field = 0.010 MV/cm, emission gain = 3.1e-04
oxide permittivity = 20, field = 1.81 MV/cm
interface conductance = 1000 W/(cm2 K)
heat = 9.91e+03 W/cm^2, temperature rise = 9.9 K
change of U on heating, fixed n, p, c = -2.11 %
nonparabolic density-of-states change at EFn = 4.3 %
```
